Valence-band edges of a cubic crystal under biaxial (001) strain, part 1

(Sections cited here and not found follow in the second part.)

## I. The Hamiltonian and its three levels

A germanium film on silicon, or a thin germanium membrane stretched in its plane, has valence-band edges that differ from those of the relaxed crystal. Together with the conduction-band edges, they help to set the absorption edge of a photodetector and the emission energy of a light source. The problem is to find the band edges at the zone centre, k = 0, when the crystal is strained equally along the two in-plane cube axes, and to decide which of them move in proportion to the strain.

The crystal has the diamond structure. Without spin, the top of its valence band at k = 0 is threefold degenerate, and the three real orbital states are called X, Y and Z. With spin there are six states. Spin-orbit coupling splits them into a quartet with total angular momentum j = 3/2 and a doublet with j = 1/2, which lies lower by Δ > 0.

These conventions hold throughout. Energies are electron energies, so a higher valence level means a smaller gap if the conduction edge stays in place. The zero of energy is the unstrained j = 3/2 edge. Strains e_ij are positive for tension. Angular momenta are in units of ħ. Three assumptions define the model: the Hamiltonian is linear in strain, Δ does not change with strain, and coupling to bands outside the six states is left out except where it is already contained in the measured or fitted constants.

**(a) What form does cubic symmetry allow for the strain Hamiltonian in the basis X, Y, Z?**

Solution. In the diamond structure the three states transform like yz, zx and xy. Each of these products is xyz divided by one coordinate. An operation of the cubic group permutes the coordinates and changes some of their signs, so 1/x transforms in the same way as x, and xyz changes at most by a sign. The states therefore transform like x, y and z apart from a common sign. That sign cancels in a matrix element, which contains two states. The element H_ij consequently transforms like the product x_i x_j, and so does the strain component e_ij.

The orbital functions can be chosen real and the spinless Hamiltonian is real, so the matrix is real and symmetric. Consider first H_XX, which is unchanged by every mirror x → −x, y → −y or z → −z. Each shear component changes sign under two of these mirrors; e_xy, for example, is odd under x → −x. No shear component can therefore appear linearly in H_XX. Exchanging y and z leaves X in place, so e_yy and e_zz enter with equal coefficients:

H_XX = l e_xx + m (e_yy + e_zz).

The elements H_YY and H_ZZ follow by permuting the axes. The element H_XY is odd under x → −x, odd under y → −y and even under z → −z. The one strain component with these signs is e_xy, so H_XY = n e_xy, and the other off-diagonal elements follow likewise. Three constants l, m and n remain.

It is useful to separate the change of volume from the change of shape. Define

a_v = (l + 2m)/3,  b = (l − m)/3,

which inverts to l = a_v + 2b and m = a_v − b. With the trace Tr e = e_xx + e_yy + e_zz, which is the relative volume change to first order,

H_XX = (a_v + 2b) e_xx + (a_v − b)(e_yy + e_zz)
= a_v Tr e + b (2e_xx − e_yy − e_zz)
= a_v Tr e + b (3e_xx − Tr e).

The constant a_v moves all three states together. The constant b separates them and does so without moving their mean, because the three brackets 3e_ii − Tr e add up to zero.

This is the Pikus-Bir Hamiltonian, which can also be written with an orbital angular momentum L of magnitude one. In the basis X, Y, Z its components have the elements (L_i)_jk = −i ε_ijk, where ε_ijk is the antisymmetric symbol. From these, L_x² is diagonal with entries 0, 1, 1, and cyclically for the others, while L² = 2. Without shear the operator form is

H_strain = a_v Tr e − 3b [(L_x² − L²/3) e_xx + (L_y² − L²/3) e_yy + (L_z² − L²/3) e_zz].

To compare, take its X element. There L_x² − L²/3 = −2/3, while the other two brackets equal 1 − 2/3 = 1/3. The b term becomes −3b[−2e_xx/3 + (e_yy + e_zz)/3] = b(2e_xx − e_yy − e_zz), as found above.

**(b) Specialise to biaxial (001) strain with free faces. Where do the orbital levels lie before spin-orbit coupling is added?**

Solution. Biaxial (001) strain means e_xx = e_yy = e∥ and e_zz = e⊥, with no shear. The faces normal to z carry no load, so e⊥ takes the value that minimises the elastic energy at fixed e∥. For a cubic crystal without shear, the energy per volume is

U = (C11/2)(e_xx² + e_yy² + e_zz²) + C12 (e_xx e_yy + e_yy e_zz + e_zz e_xx)
= (C11/2)(2e∥² + e⊥²) + C12 (e∥² + 2e∥ e⊥).

Setting the derivative with respect to e⊥ to zero gives

C11 e⊥ + 2C12 e∥ = 0,
e⊥ = −2 (C12/C11) e∥.

The second derivative is C11 > 0, so this is a minimum. The derivative itself is the normal stress along z, and its vanishing is the free-face condition. A film stretched in its plane becomes thinner.

Now put the strains into the matrix of part (a). The trace is 2e∥ + e⊥. For X and Y the shape term is b(3e∥ − 2e∥ − e⊥) = b(e∥ − e⊥). For Z it is b(3e⊥ − 2e∥ − e⊥) = −2b(e∥ − e⊥). With

P = a_v (2e∥ + e⊥),  Q = b (e∥ − e⊥),

the orbital energies are

X and Y: P + Q,
Z: P − 2Q.

The sign of Q deserves care. The constant b is negative in germanium and silicon. In-plane compression has e∥ < 0 and e⊥ > 0, so e∥ − e⊥ is negative and Q is positive. Compression therefore raises X and Y relative to Z, and tension raises Z. For a film with free faces,

Q = b (1 + 2C12/C11) e∥,  P = 2a_v (1 − C12/C11) e∥,

so both P and Q are proportional to the in-plane strain. Being linear in P and Q then means being linear in e∥.

**(c) Add spin-orbit coupling. Which quantum number survives the strain?**

Solution. Let S be the spin and J = L + S. The coupling is proportional to L·S within the six states. Squaring J gives J² = L² + S² + 2L·S, because L and S commute with each other. Hence

L·S = [j(j + 1) − 2 − 3/4]/2.

For j = 3/2 this is (15/4 − 11/4)/2 = 1/2. For j = 1/2 it is (3/4 − 11/4)/2 = −1. The difference is 3/2, so a splitting Δ requires the coefficient 2Δ/3. The chosen zero of energy requires the constant −Δ/3:

H_so = (2Δ/3) L·S − Δ/3.

Its values are Δ/3 − Δ/3 = 0 for j = 3/2 and −2Δ/3 − Δ/3 = −Δ for j = 1/2.

Biaxial strain singles out the z axis. Let m be the eigenvalue of L_z. The orbital states with definite m are

|+1⟩ = −(X + iY)/√2,  |0⟩ = Z,  |−1⟩ = (X − iY)/√2.

X and Y have equal strain energies, so any combination of them has that same energy. The strain Hamiltonian is therefore diagonal in m:

H_strain = P + Q − 3Q Π,

where Π projects on Z. It gives P + Q for m = ±1 and P − 2Q for m = 0. Since Π = 1 − L_z², the strain term commutes with L_z, and it does not act on spin. The product L·S is unchanged by a joint rotation of orbit and spin, so it commutes with J_z. The full Hamiltonian H = H_strain + H_so thus conserves m_J, the eigenvalue of J_z, although j is no longer conserved.

The six states are sorted by m_J as follows, with ↑ and ↓ for the spin:

m_J = +3/2: |+1⟩↑
m_J = +1/2: |0⟩↑ and |+1⟩↓
m_J = −1/2: |0⟩↓ and |−1⟩↑
m_J = −3/2: |−1⟩↓

The 6 × 6 problem has split into two single states and two pairs.

**(d) Find the energy of the states with m_J = ±3/2, the heavy holes.**

Solution. The state |+1⟩↑ is alone in its class, so it must be an eigenstate of H. Its strain energy is P + Q. For the spin-orbit energy write

L·S = L_z S_z + (L₊S₋ + L₋S₊)/2.

The raising operators L₊ and S₊ both give zero on |+1⟩↑, because m and the spin projection already have their largest values. What is left is L_z S_z = 1 × 1/2 = 1/2, so the spin-orbit energy is Δ/3 − Δ/3 = 0. The state with m_J = −3/2 is the time-reversed partner and has the same energy. Hence

E_HH = P + Q.

This expression is linear in the strain for any strength of the strain compared with Δ. It is not the first term of an expansion. The reason is the isolation of the state: strain has no other state of equal m_J to mix with it, so its wave function stays the same, and a Hamiltonian linear in strain has a linear expectation value in a fixed state. The conclusion is confined to the model. Terms of second order in strain, or a strain-dependent Δ, would have to be added separately.

**(e) Find the other two levels. Can either of them be linear in strain?**

Solution. The pair with m_J = +1/2 is best written in states of definite j. Apply J₋ = L₋ + S₋ to |3/2, 3/2⟩ = |+1⟩↑. The left side gives √3 |3/2, 1/2⟩, and the right side gives √2 |0⟩↑ + |+1⟩↓. Therefore

|3/2, 1/2⟩ = √(2/3) |0⟩↑ + √(1/3) |+1⟩↓,
|1/2, 1/2⟩ = −√(1/3) |0⟩↑ + √(2/3) |+1⟩↓.

The second state is fixed by being orthogonal to the first, up to a sign that does not affect energies. The strain energies P − 2Q for |0⟩ and P + Q for |+1⟩ give the three matrix elements:

⟨3/2|H_strain|3/2⟩ = (2/3)(P − 2Q) + (1/3)(P + Q) = P − Q,
⟨1/2|H_strain|1/2⟩ = (1/3)(P − 2Q) + (2/3)(P + Q) = P,
⟨3/2|H_strain|1/2⟩ = (√2/3)[−(P − 2Q) + (P + Q)] = √2 Q.

In the last line P has cancelled, since a common shift cannot mix orthogonal states. Adding the spin-orbit energies 0 and −Δ produces

H = P + ( −Q  √2 Q )
    ( √2 Q  −Δ ).

Let λ = E − P. The condition for an eigenvalue is

(λ + Q)(λ + Δ) − 2Q² = 0,
λ² + (Q + Δ) λ + QΔ − 2Q² = 0.

The discriminant is

R² = (Q + Δ)² − 4QΔ + 8Q² = Δ² − 2ΔQ + 9Q².

With R taken as the positive root, the two levels are

E_LH = P + (−Q − Δ + R)/2,
E_SO = P + (−Q − Δ − R)/2.

At Q = 0, R = Δ and the energies relative to P are 0 and −Δ. The upper level thus starts as the j = 3/2 state and is called the light hole; the lower one is the split-off level. Writing R² = (Δ − Q)² + 8Q² shows that R² is positive for all real Q when Δ > 0. The two levels never meet, so the names can be followed through all strains without ambiguity. Time reversal supplies the pair with m_J = −1/2 at the same two energies.

Could R be a linear function of Q? It would then have a square that is a perfect square in Q. The quadratic 9Q² − 2ΔQ + Δ² has discriminant 4Δ² − 36Δ² = −32Δ², which is not zero for Δ > 0, so it is no perfect square. Neither E_LH nor E_SO is linear. Their sum is linear, because R cancels:

E_LH + E_SO = 2P − Q − Δ.

Whatever bends the light-hole level upward bends the split-off level downward by an equal amount.

The formulas were compared with direct diagonalisation of the six-state matrix in the basis X, Y, Z with spin. For 200 random cases, with e∥ and e⊥ each between −8 % and +8 % and Δ between 0.03 and 0.8 eV, all three levels agreed to better than 10⁻¹² eV.

## II. Curvature, limits and a germanium example

The second half uses these symbols and results. The in-plane strain is e∥ and the normal strain is e⊥, with tension positive. The volume term is P = a_v(2e∥ + e⊥) and the shape term is Q = b(e∥ − e⊥), where b < 0 makes Q positive in compression. The unstrained spin-orbit splitting is Δ. With R = √(Δ² − 2ΔQ + 9Q²), the levels are

E_HH = P + Q,
E_LH = P + (−Q − Δ + R)/2,
E_SO = P + (−Q − Δ − R)/2.

The orbital Z has strain energy P − 2Q, and the orbitals with m = ±1 have P + Q.

**(f) Expand the light-hole and split-off levels for small strain. How far can the expansion be used?**

Solution. Put x = Q/Δ and u = −2x + 9x², so that R = Δ√(1 + u). The binomial series is

√(1 + u) = 1 + u/2 − u²/8 + u³/16 − ...

Through third order in x, u² = 4x² − 36x³ and u³ = −8x³. The three terms are

u/2 = −x + 9x²/2,
−u²/8 = −x²/2 + 9x³/2,
u³/16 = −x³/2.

They add up to R/Δ = 1 − x + 4x² + 4x³ + ... Inserting this into the levels gives

E_LH = P − Q + 2Q²/Δ + 2Q³/Δ² + ...,
E_SO = P − Δ − 2Q²/Δ − 2Q³/Δ² − ...

The quadratic term is the usual repulsion of two levels: the squared coupling (√2 Q)² divided by their unstrained distance Δ. It raises the light hole for either sign of strain. The cubic term has the sign of Q, so the departure from linearity is larger in compression than in tension of equal size, as long as these terms dominate.

The series stops converging at the nearest complex Q where R vanishes, since the square root has a branch point there. The equation 9x² − 2x + 1 = 0 gives x = (1 ± i√8)/9, whose modulus is √(1 + 8)/9 = 1/3. The expansion therefore converges for |Q| < Δ/3. The closed formulas hold on both sides of this limit.

Within the six-state model, the heavy-hole level is exactly linear in the strain, while the light-hole and split-off levels bend in opposite directions, with a small-strain series that converges for |Q| < Δ/3. It remains to trace the bending to the changing orbital content, find the stationary point and the large-strain limits, test the assumptions, and work out the levels and direct gap for germanium.
